# Temperature dependence of a vibronically allowed d-d band

A metal complex with an inversion centre has a non-degenerate even ground state $g$ and an excited d-d state $e$, also even. The band $g\to e$ is forbidden to electric dipole radiation when the nuclei rest at the symmetric geometry, yet it appears weakly and grows on heating. In the model, one odd-parity vibration, the promoting mode, makes the band allowed. It has coordinate $Q$ (zero at the symmetric geometry), effective mass $M$, angular frequency $\Omega$ and ground-state force constant $K=M\Omega^2$. Its levels in state $g$ are $|v\rangle$ with energies $E_v=\hbar\Omega(v+\tfrac12)$. The vertical energy $E$ is the difference of the two electronic potentials at $Q=0$. The task is to find how the integrated intensity depends on the temperature $T$, and how far the answer can be trusted.

## (a) Which area measures the intensity?

*Relate the absorption cross section $\sigma(\omega)$ to the transition dipoles, and find an area under the spectrum that contains them without a factor of the transition energy.*

**Solution.** Light of field amplitude $\mathcal E_0$ and polarization $\hat{\mathbf n}$ acts through $-\boldsymbol\mu\cdot\hat{\mathbf n}\,\mathcal E_0\cos\omega t$. Half of the cosine drives absorption, so the golden rule gives the rate

$$W_{fi}=\frac{2\pi}{\hbar^2}\frac{\mathcal E_0^2}{4}|\boldsymbol\mu_{fi}\cdot\hat{\mathbf n}|^2\,\delta(\omega_{fi}-\omega).$$

The absorbed power is $\hbar\omega W_{fi}$ and the incident intensity is $\tfrac12\varepsilon_0c\,\mathcal E_0^2$. Their ratio is the cross section. Averaging over orientations replaces $|\boldsymbol\mu_{fi}\cdot\hat{\mathbf n}|^2$ by $|\boldsymbol\mu_{fi}|^2/3$. With $p_i$ the thermal population of the initial level,

$$\sigma(\omega)=\frac{\pi\omega}{3\varepsilon_0\hbar c}\sum_{i,f}p_i|\boldsymbol\mu_{fi}|^2\delta(\omega_{fi}-\omega).$$

The refractive index is taken as one, and stimulated emission is dropped because the upper state is thermally empty. Dividing by $\omega$ removes the energy factor:

$$\int\frac{\sigma}{\omega}\,d\omega=\frac{\pi S}{3\varepsilon_0\hbar c},\qquad S=\sum_{i,f}p_i|\boldsymbol\mu_{fi}|^2 .$$

$S$ is the dipole strength of the band. The molar absorption coefficient is proportional to $\sigma$, so ratios of areas at two temperatures are the same for both.

## (b) How does the odd mode lend intensity?

*Show that the transition dipole is odd in $Q$. Then find its slope, and the change of the force constant in $e$, when an odd state $u$ lies $\Delta$ above $e$, the coupling between them is $V'Q$, and the allowed transition $g\to u$ has dipole $\boldsymbol\mu_u$.*

**Solution.** Inversion turns the geometry $Q$ into $-Q$. It leaves the even labels of $g$ and $e$ unchanged and reverses the dipole operator. Hence $\boldsymbol\mu(-Q)=-\boldsymbol\mu(Q)$: the constant and quadratic terms vanish, and the leading term is $\boldsymbol\mu(Q)=\boldsymbol\mu'Q$. The energy of $e$ obeys $E_e(-Q)=E_e(Q)$, so its potential is not displaced along $Q$.

In the basis $(e,u)$, with energies counted from $e$, the electronic matrix is

$$\begin{pmatrix}0&V'Q\\V'Q&\Delta\end{pmatrix}.$$

First-order perturbation theory gives the lower state as $|e\rangle-(V'Q/\Delta)|u\rangle$. Since $g\to e$ has no dipole of its own, the dipole to this state is $-\boldsymbol\mu_uV'Q/\Delta$. The second-order energy is $-V'^2Q^2/\Delta$, which is to be read as $\tfrac12\Delta K\,Q^2$. Therefore

$$|\boldsymbol\mu'|=\frac{\mu_uV'}{\Delta},\qquad \Delta K=-\frac{2V'^2}{\Delta}.$$

The mixing that lends intensity also softens the mode in the excited state. Two assumptions enter: without the mixing, $e$ and $u$ would have the force constant $K$ of the ground state, and the mixing of $g$ itself with odd states is left out.

## (c) What is the temperature law?

*Sum the strength over all final vibrational levels and average over the initial ones.*

**Solution.** Let $|v'\rangle$ be the levels of the mode in the excited potential. Each line has the dipole $\boldsymbol\mu'\langle v'|Q|v\rangle$. The $|v'\rangle$ form a complete set, whatever the excited force constant, so

$$\sum_{v'}|\langle v'|Q|v\rangle|^2=\sum_{v'}\langle v|Q|v'\rangle\langle v'|Q|v\rangle=\langle v|Q^2|v\rangle .$$

The excited potential has dropped out. In ladder operators of the ground-state oscillator,

$$Q=s_0(a+a^\dagger),\qquad s_0^2=\frac{\hbar}{2M\Omega}.$$

In $\langle v|(a+a^\dagger)^2|v\rangle$ the terms $aa^\dagger$ and $a^\dagger a$ survive, with values $v+1$ and $v$. Hence $\langle v|Q^2|v\rangle=s_0^2(2v+1)$.

For the thermal average put $x=\hbar\Omega/k_BT$ and $z=e^{-x}$. The populations are $p_v=(1-z)z^v$, and since $\sum_v vz^v=z/(1-z)^2$,

$$n\equiv\langle v\rangle=\frac{z}{1-z}=\frac1{e^x-1}.$$

Then

$$2n+1=\frac{e^x+1}{e^x-1}=\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac x2 ,$$

and the dipole strength is

$$\boxed{S(T)=|\boldsymbol\mu'|^2\,\frac{\hbar}{2M\Omega}\coth\frac{\hbar\Omega}{2k_BT}}$$

The band measures the mean square excursion of the complex from its symmetric geometry. The frequency in the law is that of the ground state, because the zero-point and thermal motion before absorption sets this excursion.

## (d) Which lines carry the growth, and what are the limits?

*Resolve the sum into lines when the mode has the same frequency in both states, and examine low and high temperature.*

**Solution.** With equal frequencies, $Q$ changes $v$ by one. Lines that add a quantum lie at $E+\hbar\Omega$ and have mean strength $|\boldsymbol\mu'|^2s_0^2(n+1)$. Lines that remove one lie at $E-\hbar\Omega$ and have $|\boldsymbol\mu'|^2s_0^2\,n$. There is no line at $E$ itself. The share of the quantum-removing lines is

$$\frac{n}{2n+1}=\frac12\left(1-\tanh\frac{\hbar\Omega}{2k_BT}\right).$$

It rises from zero towards one half. If the frequencies differ, further lines appear and the division changes, but by part (c) the total does not.

At low temperature $\coth(x/2)\approx1+2e^{-x}$. The intensity levels off at the value set by zero-point motion, and the first correction is exponentially small. At high temperature $\coth(x/2)\approx 2/x+x/6$, so that

$$S\to|\boldsymbol\mu'|^2s_0^2\,\frac{2k_BT}{\hbar\Omega}=|\boldsymbol\mu'|^2\frac{k_BT}{K}.$$

This is the classical equipartition result, in which $\hbar$ has cancelled.

## (e) Does the oscillator strength follow the same law?

*The plain area $\int\sigma\,d\omega$ weights each line by its energy. Find its temperature dependence.*

**Solution.** The plain area is proportional to the oscillator strength

$$f=\frac{2m_e}{3\hbar^2e^2}\sum_{i,f}p_i\,\hbar\omega_{fi}|\boldsymbol\mu_{fi}|^2,\qquad \int\sigma\,d\omega=\frac{\pi e^2}{2\varepsilon_0m_ec}f .$$

Let $H_g$ be the vibrational Hamiltonian in the ground state. The excited one is $H_e=E+H_g+\tfrac12\Delta K\,Q^2$. Closure now gives

$$\sum_{v'}\hbar\omega_{v'v}|\langle v'|Q|v\rangle|^2=\langle v|QH_eQ|v\rangle-E_v\langle v|Q^2|v\rangle .$$

Writing $H_gQ=QH_g+[H_g,Q]$ cancels the term in $E_v$ and leaves

$$E\langle v|Q^2|v\rangle+\tfrac12\Delta K\langle v|Q^4|v\rangle+\langle v|Q[H_g,Q]|v\rangle .$$

For the last term, $[H_g,Q]=-i\hbar P/M$. In a real stationary state $\langle QP+PQ\rangle=0$, while $QP-PQ=i\hbar$, so $\langle QP\rangle=i\hbar/2$. The term equals $\hbar^2/2M=\hbar\Omega s_0^2$.

For the quartic term,

$$(a+a^\dagger)^2|v\rangle=\sqrt{(v+1)(v+2)}\,|v{+}2\rangle+(2v+1)|v\rangle+\sqrt{v(v-1)}\,|v{-}2\rangle .$$

The squared norm of this vector is $6v^2+6v+3$. The populations of part (c) give $\langle v(v-1)\rangle=2n^2$, so $\langle v^2\rangle=2n^2+n$ and the average is $12n^2+12n+3=3(2n+1)^2$. With $C=\coth(\hbar\Omega/2k_BT)$, the thermal sum is

$$\sum p_i\,\hbar\omega_{fi}|\boldsymbol\mu_{fi}|^2=|\boldsymbol\mu'|^2s_0^2\left[E\,C+\hbar\Omega+\tfrac32\Delta K\,s_0^2\,C^2\right].$$

The oscillator strength is therefore not purely a coth. The constant $\hbar\Omega$ appears because the stronger lines are those that add a quantum. The last term reflects the softer excited potential, which lowers the transition energy at large $|Q|$. Relative to the leading term, the two corrections are $\hbar\Omega/(EC)$ and $3\Delta K s_0^2C/(2E)$.

## (f) What do the other modes do?

*Consider a totally symmetric mode whose equilibrium position differs in $e$, and then several odd modes.*

**Solution.** Let the symmetric mode have coordinate $q$ and the same frequency in both states, and let $\boldsymbol\mu'$ not depend on $q$. Its overlaps multiply the line strengths and sum to one by closure, so $S$ is unchanged. Its excited Hamiltonian differs from the ground one by a term $-Fq$, where $F$ is the force on $q$ after excitation. The mean energy it adds to the transition is $-F\langle q\rangle=0$, counted from the vertical gap. The progression in this mode broadens the band, while $E$ in part (e) remains the vertical energy.

For several odd modes, $\boldsymbol\mu=\sum_j\boldsymbol\mu'_jQ_j$. Independent modes have $\langle Q_jQ_k\rangle=0$ for $j\ne k$, so

$$S(T)=\sum_j|\boldsymbol\mu'_j|^2\frac{\hbar}{2M_j\Omega_j}\coth\frac{\hbar\Omega_j}{2k_BT}.$$

The components of one degenerate mode share a frequency and hence a single coth. Modes of different frequency do not.

## (g) Numbers for a rhodium precursor

*Evaluate the law for $E=2.40$ eV, $\hbar\Omega=25$ meV, $M=35$ u, $\Delta=2.50$ eV, $V'=12.5$ eV/nm and $\mu_u=0.14\,e$ nm.*

**Solution.** The band energy and the mode quantum lie in the rough range of hexachlororhodate(III), a precursor for rhodium catalysts. The other inputs are round model values, not a calculation of that ion.

The force constant is $K=M\Omega^2=523$ eV/nm$^2$. The zero-point amplitude follows from $s_0^2=\hbar\Omega/2K$:

$$s_0=\sqrt{\frac{0.025}{2\times523}}\ \text{nm}=0.00489\ \text{nm}.$$

The borrowed slope is $|\boldsymbol\mu'|=0.14\times12.5/2.5=0.70\,e$, so $S(0)=0.70^2\times0.00489^2=1.17\times10^{-5}\,e^2$ nm$^2$. The curvature change is $\Delta K=-2\times12.5^2/2.5=-125$ eV/nm$^2$, which lowers the frequency in $e$ by the factor $\sqrt{1-125/523}=0.87$.

At 300 K, $2k_BT/\hbar\Omega=2.07$, and $C=\coth(1/2.07)=2.23$. The classical limit is thus 7 % below the full law. The quantum-removing lines would carry 27.5 % of the strength for equal frequencies.

| $T$ (K) | $C$ | $\int(\sigma/\omega)d\omega$ ($10^{-6}$ nm$^2$) | $f$ ($10^{-4}$) |
|---|---|---|---|
| 0 | 1.00 | 1.12 | 2.48 |
| 77 | 1.05 | 1.18 | 2.59 |
| 150 | 1.34 | 1.50 | 3.31 |
| 300 | 2.23 | 2.50 | 5.48 |
| 400 | 2.88 | 3.23 | 7.06 |

Between 0 and 77 K the area grows by 5 %; between 0 and 300 K it more than doubles. The values of $f$ include the corrections of part (e). Relative to the leading term these amount to $+0.9$ % at 0 K, $+0.05$ % at 300 K and $-0.2$ % at 400 K. Near room temperature the two corrections nearly cancel for these parameters. The mixing beyond part (b), discussed in part (h), is not included in the table. It would raise $f$ by about 1.5 % at 0 K and lower it by less than 1 % at 300 and 400 K, so the third digit of $f$ holds only within the simpler model.

## (h) How far can the law be trusted?

*Estimate the main effects left out, and their influence on a mode energy inferred from the ratio $R=S(300\ \text{K})/S(0)$, which is 2.23 in the model.*

**Solution.** *Mixing beyond part (b).* The vibronic state $|e,v\pm1\rangle$ mixes with $|u,v\rangle$ across an energy $\Delta\mp\hbar\Omega$, not $\Delta$. To first order in $\hbar\Omega/\Delta$ the factor $2v+1$ becomes

$$(v+1)\left(1+\frac{2\hbar\Omega}{\Delta}\right)+v\left(1-\frac{2\hbar\Omega}{\Delta}\right)=2v+1+\frac{2\hbar\Omega}{\Delta},$$

which adds 0.020 to $C$ at every temperature. Strong mixing also saturates. With $t=V'Q/\Delta$, the weight of $u$ in the lower electronic state is $\tfrac12[1-(1+4t^2)^{-1/2}]\approx t^2-3t^4$. Using $\langle Q^4\rangle=3\langle Q^2\rangle^2$, this reduces $C$ by $9(V's_0/\Delta)^2C^2$, or $0.005\,C^2$ here. Diagonalizing the two-state problem numerically with 60 vibrational levels in each state includes both effects. It gives 1.015 at 0 K and 2.221 at 300 K in place of $C$, so $R=2.19$.

*Magnetic dipole absorption.* In a low-spin d$^6$ ion, the transition $^1A_{1g}\to{}^1T_{1g}$ is allowed for a magnetic dipole. $L_z$ connects $d_{xy}$ to $d_{x^2-y^2}$ with magnitude $2\hbar$ and gives no other $t_{2g}\to e_g$ element. Its square, times three equivalent axes, is $12\hbar^2$. The two spin paths of the singlet add in amplitude and double this, so the total magnetic strength is $24\mu_B^2$ for pure d orbitals and the single configurations $t_{2g}^6$ and $t_{2g}^5e_g$. Configuration mixing within d$^6$ raises it to about $25\mu_B^2$ (ligand-field splitting 20500 cm$^{-1}$, Racah $B$ of 350 to 500 cm$^{-1}$, Racah $C$ equal to $4B$); the value 24 is kept below. Since the magnetic field of the wave is $\mathcal E_0/c$, this counts as $24\mu_B^2/c^2$ in $S$, which is 7.6 % of $S(0)$. The interference with the vibronic part is proportional to $\langle Q\rangle=0$. The background does not change with temperature, so

$$R=\frac{2.227+0.076}{1+0.076}=2.14 .$$

Fitting a pure coth to this ratio would give 26.2 meV instead of 25 meV. This is a high estimate: the magnetic sum covers all three components of $^1T_{1g}$, while $S(0)$ belongs to one excited component and one mode coordinate. Counting all components of the triplet and of a $t_{1u}$ mode, with the same $V'$ and $\mu_u$ for each allowed combination, makes the electric strength six times larger. The magnetic share then falls to 1.3 % and $R$ is 2.21.

*Several promoting modes.* An octahedral MX$_6$ unit has three odd vibrational frequencies, two of type $t_{1u}$ and one $t_{2u}$. Take 16, 22 and 41 meV as rough values, with equal zero-point strengths as an assumption. The sum in part (f) gives $R=2.45$, which is 10 % above the single-mode value. One coth fitted to this ratio has a quantum of 22.4 meV, below the mean of the three energies. This follows from the convexity of coth for positive argument: the mean of the coths exceeds the coth of the mean. At 150 K the fitted curve lies 1.6 % below the three-mode sum, and the largest difference below 300 K is about 2.2 %, near 100 K. A single-mode fit of this quality is therefore weak evidence for a single mode.

*Anharmonicity and thermal shift.* A quartic term that raises the fundamental by 1 % lowers $R$ by 2 %, relative to a coth with the raised fundamental. This was found by diagonalization in 80 oscillator levels. A quartic term of the opposite sign, which lowers the fundamental, raises $R$ instead. If $e$ moves down by an assumed 0.05 eV on heating while $u$ stays fixed, $\Delta$ grows from 2.50 to 2.55 eV and the strength falls by the factor $(2.50/2.55)^2$, or 3.9 %. The thermal population of the upper state is irrelevant: the Boltzmann factor of the vertical energy is about $5\times10^{-41}$ at 300 K, and even a relaxation of the excited state by a few tenths of an eV leaves it negligible.

*The real complex.* $R$ depends strongly on which modes carry the strength. With the rough energies and the equal zero-point strengths assumed above, three modes give an $R$ that is 10 % above the value for the chosen 25 meV mode. This figure reflects the choice of reference: the same $R$ is 2 % below that of a single 22 meV mode and 15 % above that of a single mode at the mean energy of 26.3 meV. Other weights change this figure: if the 41 meV mode carries at least two thirds of the zero-point strength, $R$ falls below the single-mode value, however the rest is shared between the other two. The absolute strength rests on the chosen $V'$, $\mu_u$ and $\Delta$ and is not a prediction for this ion. To leading order $R$ does not depend on them. A solvent shell or crystal site without an inversion centre would add a static dipole $\boldsymbol\mu_0$. If $\boldsymbol\mu_0$ is fixed, the rest of the dipole stays linear in $Q$ and the potential stays harmonic about $Q=0$, then $\langle Q\rangle=0$. The static dipole then contributes a constant $|\boldsymbol\mu_0|^2$ to $S$ and flattens the temperature dependence, as the magnetic part does. Without an inversion centre, however, the potential may also contain cubic terms. These make $\langle Q\rangle$ depend on temperature, and the added strength is then no longer constant. Spin-orbit coupling, which can mix in triplet states, is not estimated here. The law also requires the whole band to be integrated: if a neighbouring band overlaps it, the separation of the two areas adds its own error.
